# Cube-Law Absorption in an Ultrathin Resist on a Mirror, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The perfect mirror

Anyone who calculates how much power a resist film absorbs on a metal surface must first decide whether thickness times absorption coefficient will do, or whether the standing wave above the metal has to be solved for. On a nearly perfect mirror, and for a film much thinner than the wavelength, the choice matters a great deal. In the example at the end of this part, the estimate from one pass through the bulk material is 27 times too large. The reason is that the electric field nearly vanishes where the film lies, and the absorbed power then grows as the cube of the thickness, not in proportion to it.

### Setting and conventions

A flat mirror fills the region $z<0$. The resist fills $0<z<d$, and vacuum lies above it. A plane wave of vacuum wavelength $\lambda$ comes down along the normal, towards negative $z$. Fields carry the time factor $e^{-i\omega t}$, and the physical field is the real part. With this sign, an absorbing material has a positive imaginary part in its refractive index and permittivity:

$$N=n+ik,\qquad \varepsilon=N^2=\varepsilon'+i\varepsilon'',\qquad \varepsilon'=n^2-k^2,\qquad \varepsilon''=2nk .$$

Lengths are measured in units of $1/k_0$, where $k_0=2\pi/\lambda=\omega/c$:

$$x=k_0z,\qquad \delta=k_0d .$$

A prime on a field means a derivative with respect to $x$; on $\varepsilon$ it marks the real part. The absorptance $A$ is the absorbed power divided by the incident power.

**Theorem.** Let the resist be uniform, isotropic and nonmagnetic, with a fixed permittivity $\varepsilon$ and $\varepsilon''>0$. Let it lie directly on a perfect electric conductor, and let the light be normally incident from vacuum. Then, as $\delta\to0$,

$$A=\frac43\,\varepsilon''\delta^3\left[1+O(\delta^2)\right]
=\frac83\,nk\,(k_0d)^3\left[1+O(\delta^2)\right].$$

The cube law is thus the leading term for an optically thin film, one with $|N|\delta\ll1$ and $\delta\ll1$. Weak absorption is not among the assumptions. The proof needs the field equation, the energy balance and the matching at the top surface.

### Lemma 1: the field in the film

Let the electric field point along a horizontal unit vector $\mathbf e_1$ and the magnetic field along $\mathbf e_2$, with $\mathbf e_1\times\mathbf e_2$ pointing up. For fields that depend on $z$ alone, the two curl equations of Maxwell become

$$\frac{dE}{dz}=i\omega\mu_0H,\qquad \frac{dH}{dz}=i\omega\varepsilon_0\varepsilon E .$$

Differentiate the first and insert the second. Since $i\cdot i=-1$ and $\omega^2\mu_0\varepsilon_0=k_0^2$, the result is $d^2E/dz^2=-k_0^2\varepsilon E$. Dividing by $k_0^2$ gives

$$E''=-\varepsilon E. \tag{1}$$

The first curl equation also gives the magnetic field. With $Z_0=\mu_0c$, the impedance of vacuum, $k_0/(\omega\mu_0)=1/Z_0$, so

$$H=-\frac{i}{Z_0}E'. \tag{2}$$

A perfect conductor allows no tangential electric field at its surface, so $E(0)=0$. The solution of (1) that vanishes there is

$$E(x)=C\,u(x),\qquad u(x)=\frac{\sin Nx}{N},\qquad u'(x)=\cos Nx. \tag{3}$$

The factor $1/N$ makes $u'(0)=1$, so $C$ is the slope of the electric field at the mirror. By (2), it also measures the magnetic field there.

### Lemma 2: the energy balance

The time-averaged energy flux in the upward direction is $\tfrac12\mathrm{Re}(EH^*)$. From (2), $H^*=iE'^*/Z_0$, so this flux is $\mathrm{Re}(iEE'^*)/(2Z_0)$. For any complex number $w$, $\mathrm{Re}(iw)=-\mathrm{Im}\,w$, and $\mathrm{Im}(EE'^*)=-\mathrm{Im}(E^*E')$. The upward flux is therefore $\mathrm{Im}(E^*E')/(2Z_0)$.

Choose the incident wave to have unit amplitude. Its flux is then $1/(2Z_0)$, and the downward flux in units of the incident one is

$$F(x)=-\mathrm{Im}(E^*E'). \tag{4}$$

The incident wave alone, $E=e^{-ix}$, has $E'=-iE$ and $F=1$, which confirms the sign. Differentiating (4) and using (1),

$$F'=-\mathrm{Im}\left(|E'|^2+E^*E''\right)
=-\mathrm{Im}\left(|E'|^2-\varepsilon|E|^2\right)=\varepsilon''|E|^2. \tag{5}$$

The flux entering the film at the top is $F(\delta)$. The flux reaching the mirror is $F(0)=0$, because $E(0)=0$. Integrating (5) across the film gives

$$A=F(\delta)=\varepsilon''\int_0^\delta|E(x)|^2\,dx. \tag{6}$$

### Lemma 3: matching at the top

Above the film the field is the sum of the incident and the reflected wave, with phases counted from the top surface:

$$E=e^{-i(x-\delta)}+r\,e^{i(x-\delta)} .$$

Tangential $E$ and $H$ are continuous, and by (2) so are $E$ and $E'$. At $x=\delta$ the outer field has the value $1+r$ and the slope $-i(1-r)$. Multiplying the slope by $i$ gives the two conditions

$$1+r=E(\delta),\qquad 1-r=iE'(\delta). \tag{7}$$

Their sum, with (3), fixes the amplitude:

$$C=\frac{2}{u(\delta)+iu'(\delta)}. \tag{8}$$

The denominator cannot vanish. If it did, then $u'(\delta)=iu(\delta)$, and (4) applied to $u$ would give $F(\delta)=-|u(\delta)|^2\le0$. Equation (5) applied to $u$ gives a positive value instead, because $\varepsilon''>0$.

### Proof of the theorem

For small argument, the sine and cosine series give

$$u(x)=x-\frac{\varepsilon x^3}{6}+\dots,\qquad u'(x)=1-\frac{\varepsilon x^2}{2}+\dots .$$

The denominator of (8) is then $i+\delta-i\varepsilon\delta^2/2+O(\delta^3)$. Its real part is $\delta+O(\delta^2)$ and its imaginary part is $1+O(\delta^2)$. Its squared modulus is therefore $1+O(\delta^2)$, and $|C|^2=4[1+O(\delta^2)]$. Since $|u(x)|^2=x^2[1+O(x^2)]$, the intensity in the film is

$$|E(x)|^2=4x^2\left[1+O(\delta^2)\right],\qquad 0\le x\le\delta. \tag{9}$$

Inserting this in (6) gives

$$A=4\varepsilon''\int_0^\delta x^2dx\,\left[1+O(\delta^2)\right]
=\frac43\varepsilon''\delta^3\left[1+O(\delta^2)\right].$$

The second form in the theorem follows from $\varepsilon''=2nk$. $\blacksquare$

**Remark on the physics.** Two facts enter the leading term. The node makes the field start from zero. The slope then stays finite and independent of the film as the film gets thinner. To leading order $C=-2i$, so (2) gives $H(0)=-2/Z_0$. The incident wave alone has $E'=-i$ at the top and hence $H=-1/Z_0$. The mirror doubles the magnetic field, and this doubled field sets the slope of $E$. The film can change the slope only by $-\varepsilon\int_0^\delta E\,dx$, which is of order $|\varepsilon|\delta^2$. This is why the refractive index is absent from (9) and enters the cube law through $\varepsilon''$ alone.

**Remark on the depth profile.** By (5) and (9), the absorbed power per unit volume at height $z$ is $4\varepsilon''k_0^3z^2$ times the incident irradiance. Its average over the film grows as $d^2$. The lower half of the film receives the fraction $(1/2)^3=1/8$ of the absorbed power. If the effect of the light depends only on the energy absorbed at each point, with no spreading of heat, the material next to the mirror is the least affected.

### The first corrections

The matching conditions also give a closed formula, from which the error of the cube law can be read. Let $t=u(\delta)/u'(\delta)=\tan(N\delta)/N$. Subtracting the conditions in (7) gives $2r=C(u-iu')$, and dividing this by $2=C(u+iu')$ gives

$$r=\frac{t-i}{t+i}.$$

By (7), $E'(\delta)=-i(1-r)$, so (4) gives $F(\delta)=\mathrm{Re}[(1+r^*)(1-r)]=1-|r|^2$; the terms $r^*-r$ are imaginary and drop out. Write $t=a+ib$. Then $|t+i|^2-|t-i|^2=(b+1)^2-(b-1)^2=4b$, and

$$A=1-|r|^2=\frac{4\,\mathrm{Im}\,t}{|t+i|^2}. \tag{10}$$

To expand $t$, regard it as a function of $\delta$. The quotient rule and $u''=-\varepsilon u$ give

$$\frac{dt}{d\delta}=\frac{u'^2-uu''}{u'^2}=1+\varepsilon t^2,\qquad t(0)=0 .$$

Start from $t=\delta$ and integrate repeatedly. The first round gives $t=\delta+\varepsilon\delta^3/3$. Its square is $\delta^2+2\varepsilon\delta^4/3+O(\delta^6)$, so the next round gives

$$t=\delta+\frac{\varepsilon\delta^3}{3}+\frac{2\varepsilon^2\delta^5}{15}+O(\delta^7).$$

Since $\mathrm{Im}\,\varepsilon^2=2\varepsilon'\varepsilon''$,

$$\mathrm{Im}\,t=\frac{\varepsilon''\delta^3}{3}\left[1+\frac45\varepsilon'\delta^2+O(\delta^4)\right],$$

$$|t+i|^2=(\mathrm{Re}\,t)^2+(1+\mathrm{Im}\,t)^2
=1+\delta^2+\frac23\varepsilon''\delta^3+O(\delta^4).$$

Dividing the first by the second, as (10) requires, gives

$$A=\frac43\varepsilon''\delta^3\left[1+\left(\frac45\varepsilon'-1\right)\delta^2
-\frac23\varepsilon''\delta^3+O(\delta^4)\right]. \tag{11}$$

At fixed $\varepsilon'$, the loss $\varepsilon''$ enters the bracket first through the term in $\varepsilon''\delta^3$, which is small for a thin enough film. As a numerical test, direct integration of (1) for the strongly absorbing value $\varepsilon=2+3i$ at $\delta=0.01$ agrees with the cube law to better than one part in a thousand. When $|N|\delta$ approaches one, the law can no longer be relied on, because the field may then bend or decay noticeably within the film. How large the error is depends on $\varepsilon$.

### Proposition: the same film at an antinode

To see what the node does, keep the film, the wavelength and the mirror fixed, and lift the film by a quarter wavelength of vacuum. The field in the gap is proportional to the sine of the reduced height. At a reduced height of $\pi/2$ its value is one and its slope is zero. Measured from the bottom of the film, the field inside is therefore $E=C\cos Nx$.

The sum of the conditions (7) is now $2=C(\cos N\delta-iN\sin N\delta)$. The bracket tends to one as $\delta\to0$, so $|C|^2\to4$. No power is lost in the gap or in the mirror, so (6) still holds, and

$$A_{\rm lifted}=4\varepsilon''\delta\,[1+O(\delta)]. \tag{12}$$

The cube has become a first power. Nothing about the material has changed, so the difference is due to the position of the film in the standing wave.

### Worked example: epoxy resist on a millimetre-wave mirror

Take a thick-film epoxy resist of the SU-8 kind with $d=20$ µm, at $\lambda=1000$ µm. The index values $n=1.70$ and $k=0.050$ are rough typical ones. This wavelength probes or heats the film; it does not expose it. The film is thick for a resist but thin for the wave:

$$\delta=\frac{2\pi\times20}{1000}=0.1257,\qquad
\varepsilon'=1.70^2-0.050^2=2.8875,\qquad
\varepsilon''=2\times1.70\times0.050=0.170 .$$

Here $|N|\delta=0.21$. The cube law gives

$$A=\frac43\times0.170\times(0.1257)^3=4.50\times10^{-4}.$$

Numerical integration of (1) gives $4.59\times10^{-4}$, which is 2.1% above the cube law. The bracket in (11) predicts this: $(0.8\times2.8875-1)\,\delta^2=0.0207$, less $0.0002$ from the last term, or 2.05%. At 10 µm the excess is 0.5%, and at 40 µm it is 8.4%, with wavelength and index held fixed.

One pass through the same thickness of bulk resist would absorb $1-e^{-2k\delta}=1.25\times10^{-2}$, which is 27 times the value on the mirror. Lifted by a quarter wave, the film absorbs $7.5\times10^{-2}$, or 163 times as much as in contact. The leading term of (12) would give $4\times0.170\times0.1257=8.5\times10^{-2}$, so at this thickness the linear law is already some 14% too high.

For an irradiance of 1 W/cm², the mean absorbed power density in the film on the mirror is

$$\frac{4.59\times10^{-4}\times1\ \mathrm{W/cm^2}}{20\times10^{-4}\ \mathrm{cm}}=0.23\ \mathrm{W/cm^3}.$$

## Part II. Real mirrors, spacers and tilted light

The symbols carry over from Part I. Heights are $x=k_0z$ and the film thickness is $\delta=k_0d$, with $k_0=2\pi/\lambda$. The resist has index $N$ and permittivity $\varepsilon=N^2=\varepsilon'+i\varepsilon''$, and the time factor is $e^{-i\omega t}$. For an incident wave of unit amplitude, the field obeys $E''=-\varepsilon E$, the downward flux is $F=-\mathrm{Im}(E^*E')$, and $F'=\varepsilon''|E|^2$. At the top surface $1+r=E(\delta)$ and $1-r=iE'(\delta)$, so that

$$E(\delta)+iE'(\delta)=2. \tag{13}$$

On a perfect mirror a thin film absorbs the fraction $\tfrac43\varepsilon''\delta^3$ of the incident power. This result rests on the node of the electric field at the bottom of the film. Three things disturb the node in practice: the field enters a real metal, a layer may separate the resist from the metal, and tilted light can have an electric field component normal to the surface.

### Proposition 1: a metal moves the node

Let the mirror be a thick metal of index $N_m=n_m+i\kappa_m$. The wave in the metal travels downward as $e^{-iN_mx}$. Its modulus is $e^{\kappa_mx}$, which decays into the metal, where $x$ is negative. Continuity of $E$ and $E'$ at $x=0$ gives $E'(0)=-iN_mE(0)$. Call the slope $B=E'(0)$. Then

$$E(0)=\zeta B,\qquad \zeta=\frac{i}{N_m}=\frac{\kappa_m+in_m}{|N_m|^2}. \tag{14}$$

The last form follows on multiplying numerator and denominator by $N_m^*=n_m-i\kappa_m$. Write $\zeta=\zeta'+i\zeta''$; both parts are positive for an absorbing metal. The field in the film with this starting value and slope is

$$E(x)=B\left[\zeta\cos Nx+\frac{\sin Nx}{N}\right]
=B\left[x+\zeta-\varepsilon\left(\frac{\zeta x^2}{2}+\frac{x^3}{6}\right)+\dots\right]. \tag{15}$$

To leading order the field is a straight line in $x$, as before, but its zero has moved from the surface to $x=-\zeta$. For a real $\zeta$ this is a point inside the metal, reached by extending the line in the film downward.

The slope at the top is $E'(\delta)=B[1-\varepsilon(\zeta\delta+\delta^2/2)+\dots]$. The straight line is therefore a good approximation if

$$|\varepsilon|\,\delta\,(\delta+|\zeta|)\ll1. \tag{16}$$

Under this condition (13) becomes $2=B(\delta+\zeta+i)$. Integrating $F'=\varepsilon''|E|^2$ over the film gives the part of the power absorbed in the resist:

$$A_{\rm resist}\simeq\frac{4\varepsilon''}{|\delta+\zeta+i|^2}\int_0^\delta|x+\zeta|^2dx. \tag{17}$$

With $|x+\zeta|^2=(x+\zeta')^2+\zeta''^2$, the integral is

$$\int_0^\delta|x+\zeta|^2dx=\frac{(\delta+\zeta')^3-\zeta'^3}{3}+\zeta''^2\delta. \tag{18}$$

If $|\zeta|\ll\delta\ll1$, the right side tends to $\delta^3/3$, the prefactor tends to $4\varepsilon''$, and the cube law returns. If instead $\delta\ll|\zeta|$, the integral tends to $|\zeta|^2\delta$. The film then sits in the nearly uniform field at the metal surface, and its absorption is linear in thickness. On any real metal the cube law thus has a lower limit of thickness as well as an upper one.

Equation (17) can be tested where the shift is large. For the permittivity of the epoxy example, $N_m=1+30i$ and $\delta=0.05$, numerical integration gives more than three times the cube law and agrees with (17) to within 3%.

At normal incidence, a thin resist film on a perfect mirror absorbs the fraction $\tfrac43\varepsilon''\delta^3$ of the incident power to leading order, while a real metal shifts the node of the field and so sets a lower limit of thickness for this cube law. What remains is the power lost in the metal itself, the effects of a spacer and of tilted light, and the range of thickness in which the law may be used.
